# Resonator Decay Rate and Input Coupling from Energy Conservation and Time Reversal

A waveguide cavity 100 µm long, with group index 4 and mirrors that transmit 3 % and 1 % of the incident power, has a propagation loss of 2 dB/cm and loses its field amplitude at a total rate of 9.316 ns⁻¹. Its response to a wave arriving at the first mirror can be found separately, by summing all internal reflections and integrating the stored energy. The squared coupling amplitude obtained in this way is 11.4145 ns⁻¹. This is not twice the total decay rate, which would be 18.63 ns⁻¹. It agrees to within two parts in $10^5$ with twice 5.7072 ns⁻¹, the rate at which the amplitude decays through the first mirror alone. In this cavity, the ease with which a wave enters through a mirror is thus fixed by the rate at which the resonator leaks through that same mirror.

To see why, consider a resonator with one non-degenerate mode, coupled weakly to $N$ single-mode ports. Let $a$ be the mode amplitude, normalised so that $|a|^2$ is the stored energy. The columns $s_+$ and $s_-$ hold the incoming and outgoing port amplitudes, normalised so that $|s_{\pm j}|^2$ is power. With time dependence $e^{-i\omega t}$, the linear model is

$$\frac{da}{dt}=(-i\omega_0-\gamma)\,a+K^{T}s_+,\qquad s_-=C\,s_++D\,a. \tag{1}$$

Here $\gamma$ is the decay rate of the amplitude, so the energy decays at $2\gamma$. The column $K$ describes how the ports drive the mode, $D$ how the mode radiates, and $C$ the direct scattering that bypasses the mode. All three are taken as constant over the linewidth, which is the weak-coupling assumption. Since $|a|^2$ is an energy and $|s|^2$ a power, the elements of $K$ and $D$ have the unit s$^{-1/2}$. Internal loss is left out at first.

Energy conservation requires the stored energy to change at the rate of incoming minus outgoing power. From the first equation of (1),

$$\frac{d|a|^2}{dt}=a^*\frac{da}{dt}+\text{c.c.}=-2\gamma|a|^2+\left(a^*K^Ts_++\text{c.c.}\right).$$

The frequency has dropped out because $-i\omega_0|a|^2$ is imaginary. From the second equation, the net incoming power is

$$s_+^\dagger s_+-s_-^\dagger s_-=s_+^\dagger(1-C^\dagger C)s_+-D^\dagger D\,|a|^2-\left(a^*D^\dagger C\,s_++\text{c.c.}\right).$$

The two expressions must agree for every $a$ and $s_+$. These can be chosen independently, because $a$ at a given instant is set by the past while $s_+$ is chosen now. Setting $a=0$ shows that the Hermitian matrix $1-C^\dagger C$ has zero expectation value in every vector, so it vanishes. Setting $s_+=0$ compares the terms in $|a|^2$. What remains is $\mathrm{Re}[a^*(K^T+D^\dagger C)s_+]=0$. Changing the phase of $a$ by $90^\circ$ turns the real part into the imaginary part, so the bracket itself must vanish. Hence

$$C^\dagger C=1,\qquad D^\dagger D=2\gamma,\qquad K^T=-D^\dagger C. \tag{2}$$

Because $C$ is square and unitary, $CC^\dagger=1$ as well, and

$$\sum_j|K_j|^2=K^TK^*=D^\dagger CC^\dagger D=D^\dagger D=2\gamma. \tag{3}$$

For a single port this already gives $|\kappa|^2=2\gamma$, where $\kappa$ is the one element of $K$. Time reversal is not needed for the magnitude in that case. With several ports, (3) fixes only the sum of the squared couplings. It does not say how they are shared among the ports.

The sharing follows from time reversal. Choose the phase of the mode so that its standing-wave field is mapped onto itself by time reversal, with $a\to a^*$. Choose the port amplitudes so that reversal turns an outgoing amplitude into the complex conjugate of an incoming one at the same reference plane. Now take the free decay,

$$a(t)=a_0e^{-i\omega_0t-\gamma t},\qquad s_+(t)=0,\qquad s_-(t)=D\,a(t).$$

Its time-reversed counterpart has the mode amplitude

$$a'(t)=a^*(-t)=a_0^*\,e^{-i\omega_0t+\gamma t}.$$

The oscillation keeps its sign, because conjugation and the replacement $t\to-t$ each reverse it once, while the decay becomes growth. The port amplitudes are

$$s_+'(t)=s_-^*(-t)=D^*a'(t),\qquad s_-'(t)=s_+^*(-t)=0.$$

If the resonator and its surroundings are time-reversible, this process obeys the same equations (1) with the same coefficients. Substitution gives

$$(-i\omega_0+\gamma)a'=(-i\omega_0-\gamma)a'+K^TD^*a',\qquad 0=C D^*a'+D a',$$

and therefore

$$K^TD^*=2\gamma,\qquad C D^*=-D. \tag{4}$$

The second relation says that the directly scattered part of the growing input cancels the wave leaking from the mode, so that nothing leaves while the resonator fills.

The first relation in (4) fixes only the projection of $K$ on $D$. A component of $K$ orthogonal to $D$ would not change it. The norm from (3) excludes such a component. Since $D^\dagger K=K^TD^*=2\gamma$,

$$\|K-D\|^2=K^\dagger K+D^\dagger D-2\,\mathrm{Re}(D^\dagger K)=2\gamma+2\gamma-4\gamma=0,$$

so that $K=D$. Define $1/\tau_j$ as the amplitude decay rate caused by port $j$. The power leaving there is $|D_j|^2|a|^2$, which must equal $(2/\tau_j)|a|^2$. Writing $\kappa_j$ for $K_j$, we obtain

$$|\kappa_j|=|D_j|=\sqrt{\frac{2}{\tau_j}},\qquad \gamma=\sum_j\frac1{\tau_j}. \tag{5}$$

The factor 2 arises because $\tau_j$ refers to amplitude; in terms of an energy decay rate $\Gamma_j=2/\tau_j$ the relation reads $|\kappa_j|^2=\Gamma_j$. A different phase convention for the mode, $a=e^{i\theta}b$, multiplies $D$ by $e^{i\theta}$ and $K$ by $e^{-i\theta}$. The equality $K=D$ then acquires a phase factor, but the magnitudes in (5) stay the same.

The role of time reversal becomes visible when it is removed. Consider waves on a lattice with hopping $-1$, in units where $\hbar=1$. A resonator site is coupled with strengths $v_1=0.10$ and $v_2=0.08$ to the end sites of two long chains, which serve as ports. A bridge of strength $w=0.5$ joins the two end sites directly. Here $\gamma$ and $D$ were read from a simulated free decay, and $K$ from a separate calculation with a steady incoming wave. With a real bridge, the shares $|K_j|^2/2\gamma$ are 0.568 and 0.436, and the shares $|D_j|^2/2\gamma$ are 0.565 and 0.435. They agree port by port to within about 0.003.

If the bridge carries a phase of $\pi/2$, the closed path through the resonator and both end sites encloses a phase that changes sign under time reversal. The shares for driving become 0.176 and 0.828, while those for emission become 0.959 and 0.042. Both sums remain within 0.5 % of one, as (3) requires, but the equality at each port is gone. The resonator radiates mostly into port 1 and is driven mostly from port 2.

These shares can be derived. At the band centre an outgoing wave gains a factor $i$ from one site to the next. The equations for the end-site amplitudes $\psi_1,\psi_2$ at zero energy are then

$$i\psi_1=v_1a+iw\psi_2,\qquad i\psi_2=v_2a-iw\psi_1.$$

Dividing by $i$ gives $\psi_1=-iv_1a+w\psi_2$ and $\psi_2=-iv_2a-w\psi_1$. Inserting each into the other,

$$(1+w^2)\psi_1=-i(v_1+wv_2)a,\qquad(1+w^2)\psi_2=-i(v_2-wv_1)a.$$

The direct and bridged paths add in port 1 and partly cancel in port 2. The emission amplitudes stand in the ratio $0.14:0.03$, which gives energy shares of 0.956 and 0.044. Time reversal turns this lattice into the one with the opposite bridge phase, that is, with $w\to-w$ in these formulas. The total decay rate is even in $w$, since $(v_1+wv_2)^2+(v_2-wv_1)^2=(1+w^2)(v_1^2+v_2^2)$. The argument that led to $K=D$ therefore now equates $K$ of one lattice with $D$ of its reversed partner. The driving amplitudes are in the ratio $(v_1-wv_2):(v_2+wv_1)=0.06:0.13$, with shares 0.176 and 0.824. Both pairs agree with the simulated shares to within 0.005.

Sending the emitted wave back gives a further test. Let the input be $D^*b(t)$ with $b\propto e^{-i\omega_0t+\gamma t}$. The first equation of (1) then gives $2\gamma a=K^TD^*b$, so the fraction of the energy that returns to the resonator is $|K^TD^*|^2/(2\gamma)^2$. With the real bridge the simulated fraction is 1.000, as it must be, because the simulation conjugates the whole state and the real lattice then retraces its evolution. With the phase it is 0.361, against 0.357 from this formula. If the two products $K_jD_j^*$ are in phase, the formula reaches its largest value for the given magnitudes, $(\sqrt{0.176\times0.959}+\sqrt{0.828\times0.042})^2=0.357$, which is the value found. The simulated shares carry finite-coupling errors of about 1 %, so this number is not a strict bound on the simulated fraction. In the weak-coupling amplitudes derived above all four carry the same factor $-i$, the products are in phase, and the fraction is $[(0.06\times0.14+0.13\times0.03)/0.0205]^2=0.360$, within 0.001 of the simulation. The incomplete refilling therefore comes from the unequal magnitudes of $K_j$ and $D_j$, and not from a mismatch of their phases.

Real resonators also absorb or scatter light internally. Let this add a rate $\gamma_0$, and write $\gamma_e=\sum_j1/\tau_j$, so that $\gamma=\gamma_e+\gamma_0$. The loss is assumed weak enough to leave $K$, $D$ and $C$ unchanged to leading order. Time reversal turns loss into gain, so the reversed decay takes place in a resonator with damping $\gamma_e-\gamma_0$, while its amplitude grows at $\gamma_e+\gamma_0$. Substitution as before gives

$$K^TD^*=(\gamma_e+\gamma_0)+(\gamma_e-\gamma_0)=2\gamma_e.$$

The internal rate cancels. Energy conservation, with the absorbed power $2\gamma_0|a|^2$ included, gives $K^\dagger K=D^\dagger D=2\gamma_e$ in the same way as before. Hence $\|K-D\|^2=0$ again, and $|\kappa_j|^2=2/\tau_j$ survives. Loss broadens the resonance without helping the wave to enter.

The waveguide cavity can now be followed in numbers. Its mirrors are treated as lossless and thin, and dispersion of the group index is neglected. The round-trip time is $T_R=2n_gL/c=2.6685$ ps. At each round trip mirror $j$ multiplies the field by $\sqrt{1-T_j}$, where $T_j$ is its power transmission, so

$$\frac1{\tau_j}=-\frac{\ln(1-T_j)}{2T_R}.$$

For $T_1=0.03$ and $T_2=0.01$ this gives 5.7072 and 1.8831 ns⁻¹. A propagation loss of 2 dB/cm corresponds to a power attenuation coefficient $\alpha=46.05$ m⁻¹. Over one round trip of length $2L$ the amplitude falls by $e^{-\alpha L}$, so $\gamma_0=\alpha L/T_R=1.7257$ ns⁻¹. The sum of the three rates is $\gamma=9.3160$ ns⁻¹. At a wavelength of 1550 nm this means a loaded quality factor $Q=\omega_0/2\gamma$ of $6.52\times10^4$.

The wave calculation makes no use of (5). At resonance the forward wave just inside the first mirror carries the power $|f|^2=T_1/(1-e^{-\gamma T_R})^2$ per unit input power. For small $\gamma T_R$ this is $T_1/(\gamma T_R)^2$. Forward and backward waves together fill the cavity with energy $U\approx T_R|f|^2$. Equation (1) in the steady state gives $a=\kappa_1s_{+1}/\gamma$, hence $|\kappa_1|^2=\gamma^2U$ per unit input power, and

$$|\kappa_1|^2\approx\gamma^2\,T_R\,\frac{T_1}{(\gamma T_R)^2}=\frac{T_1}{T_R}\approx\frac2{\tau_1}.$$

The total rate enters twice and cancels: a larger $\gamma$ lowers the stored energy, but not the coupling inferred from it.

The remaining error can be found by keeping all factors. Let $G=\gamma T_R$, $g_j=T_R/\tau_j$ and $\ell=\alpha L$. The stored energy per unit input power, integrated along the cavity, is

$$U=\frac{T_R}{2}|f|^2\,\frac{1-e^{-\ell}}{\ell}\left(1+e^{-2g_2-\ell}\right).$$

With $T_1=1-e^{-2g_1}$, each factor can be written as an exponential times a hyperbolic function. The exponentials cancel because $G=g_1+g_2+\ell$, which leaves

$$\frac{\gamma^2U}{2/\tau_1}=\frac{(G/2)^2}{\sinh^2(G/2)}\;\frac{\sinh g_1}{g_1}\;\frac{\sinh(\ell/2)}{\ell/2}\;\cosh\!\left(g_2+\frac{\ell}{2}\right).$$

Every factor is even in its argument and tends to one, so the deviation from (5) is of second order in the losses per round trip. The wave calculation gives a relative deviation of $1.49\times10^{-5}$. It falls to $1.46\times10^{-7}$ when the mirror transmissions and the propagation loss are all made ten times smaller. For the second port, with $2/\tau_2=3.7663$ ns⁻¹, the deviation is $1.07\times10^{-4}$. These figures refer to the logarithmic rates, which equal the leaked power per stored energy only to the same second order. For the freely decaying mode $|D_1|^2$ lies above $2/\tau_1$ by $8.5\times10^{-6}$ and $|D_2|^2$ below $2/\tau_2$ by $2.6\times10^{-5}$ in relative terms, so that $|\kappa_j|^2$ differs from $|D_j|^2$ by $6.3\times10^{-6}$ and $1.33\times10^{-4}$.

The same relations determine what a user of the cavity measures, as long as the material responds linearly. In a silicon waveguide at 1550 nm this can fail at a milliwatt of input, because the strong field inside the cavity causes two-photon absorption and creates free carriers. The energy given here is the linear value. For input at the first mirror at resonance, the stored energy at power $P$ is

$$|a|^2=\frac{2/\tau_1}{\gamma^2}P=\frac{11.4143\ \text{ns}^{-1}}{(9.3160\ \text{ns}^{-1})^2}\times1\ \text{mW}=0.1315\ \text{pJ}.$$

For the reflection, note that direct transmission past the mode is weak here, so $C$ is nearly diagonal. The second relation in (4) then gives $C_{11}=-D_1/D_1^*$. With $K_1=D_1$,

$$\frac{s_{-1}}{s_{+1}}=C_{11}+\frac{D_1^2}{\gamma}=-\frac{D_1}{D_1^*}\left(1-\frac{2}{\tau_1\gamma}\right).$$

The minus sign inside the bracket expresses the destructive interference between the directly reflected wave and the leaking wave. The reflected power fraction is $(1-11.4143/9.3160)^2=0.0507$. The transmitted fraction is

$$\frac{|D_2K_1|^2}{\gamma^2}=\frac{4}{\tau_1\tau_2\gamma^2}=0.4953.$$

Both agree with the summed reflections to the digits given. The remaining 0.454 is absorbed or scattered inside, in agreement with $2\gamma_0|a|^2/P$.

Reflection vanishes when $1/\tau_1=\gamma/2$, that is, when the input port leaks as fast as all other channels together. Those channels sum to $1.8831+1.7257=3.6088$ ns⁻¹, so the present first mirror, at 5.7072 ns⁻¹, is more open than this critical value. If the other rates are held at a sum $g_r$, the stored energy varies with $x=1/\tau_1$ as $x/(x+g_r)^2$. Its derivative is $(g_r-x)/(x+g_r)^3$, so the energy is largest at the same critical coupling. Opening the mirror further raises $|\kappa_1|$ but raises $\gamma$ by a larger factor, so the amplitude $\kappa_1s_{+1}/\gamma$ falls.

Away from resonance, with detuning $\delta=\omega-\omega_0$, the steady amplitude is $\kappa_1s_{+1}/(\gamma-i\delta)$. The energy falls to half at $\delta=\gamma$, and the full width in ordinary frequency is $\gamma/\pi=2.965$ GHz.

A ring resonator beside a single waveguide needs a separate reading. Its clockwise wave is fed from one end of the waveguide and leaks towards the other, so $K=(\kappa,0)$ and $D=(0,d)$ are not equal. Time reversal maps this wave onto the counter-clockwise one, which violates the assumption of a single mode mapped onto itself. Energy conservation still applies. Since one port alone feeds the mode, (3) gives $|\kappa|^2=2\gamma$ for a lossless ring. For a coupler that transfers 3 % of the power, the wave calculation gives $|\kappa|^2/2\gamma=1.000019$.

The derivation of (5) therefore assumes weak coupling, a single non-degenerate mode and time-reversible surroundings. Time reversal is sufficient but not always necessary: if the ports do not scatter directly into each other, $C$ is diagonal, and the last relation in (2) already gives $|K_j|=|D_j|$. The waveguide cavity is practically of this kind, so its numbers confirm (5) but do not show the need for time reversal; the bridged lattice does. If the decay per round trip is not small, or if neighbouring resonances overlap, the coefficients in (1) can no longer be treated as constants of one mode. The full set of values is given in the numerical output below.

## Numbers as computed

```
LATTICE TEST (dimensionless units, hopping = 1)
couplings to leads 1, 2: 0.10, 0.08; bridge: 0.50
[time-reversible] gamma = 0.01314
  |K_j|^2/(2 gamma), ports 1, 2: 0.568, 0.436; sum 1.004
  |D_j|^2/(2 gamma), ports 1, 2: 0.565, 0.435; sum 1.000
  emitted energy fractions: 0.565, 0.433
  |K - D|/sqrt(2 gamma) = 0.003
  |C D* + D|/sqrt(2 gamma) = 0.007
  refilled energy fraction: simulated 1.000, coupled-mode 1.004
[bridge phase pi/2] gamma = 0.01317
  |K_j|^2/(2 gamma), ports 1, 2: 0.176, 0.828; sum 1.004
  |D_j|^2/(2 gamma), ports 1, 2: 0.959, 0.042; sum 1.001
  emitted energy fractions: 0.954, 0.045
  |K - D|/sqrt(2 gamma) = 0.899
  |C D* + D|/sqrt(2 gamma) = 0.895
  refilled energy fraction: simulated 0.361, coupled-mode 0.357
WAVEGUIDE CAVITY
length = 100 um, group index = 4.0, wavelength = 1550 nm
mirror transmissions T1, T2 = 0.03, 0.01
propagation loss = 2.0 dB/cm; alpha = 46.05 1/m
round-trip time = 2.6685 ps
1/tau_1 = 5.7072 1/ns
1/tau_2 = 1.8831 1/ns
internal-loss rate gamma_0 = 1.7257 1/ns
total amplitude rate gamma = 9.3160 1/ns
loaded Q = 6.522e+04
linewidth (FWHM) = 2.965 GHz
2/tau_1 = 11.4143 1/ns; |K_1|^2 from waves = 11.4145 1/ns
2/tau_2 = 3.7663 1/ns; |K_2|^2 from waves = 3.7667 1/ns
relative deviations, ports 1, 2: 1.49e-05, 1.07e-04
port-1 deviation, ten times weaker mirrors and loss: 1.46e-07
|K_1|^2/(2 gamma), total rate used wrongly: 0.613
coupling amplitude |K_1| = 1.068e+05 s^(-1/2)
input power = 1.0 mW
stored energy: waves 0.1315 pJ, coupled-mode 0.1315 pJ
resonant reflection: waves 0.0507, coupled-mode 0.0507
resonant transmission: waves 0.4953, coupled-mode 0.4953
energy at detuning gamma / energy at resonance = 0.5000
ring: |K|^2/(2 gamma) from waves = 1.000019
```
